# Polar-optical scattering rates and the activated mobility at low temperature

## What dimensions fix

An electron in a polar crystal moves in a single parabolic band, $E=k^2/2m$, and exchanges energy with longitudinal optical (LO) phonons that all have the same frequency $\omega$. Hartree atomic units are used, so $\hbar=e=4\pi\varepsilon_0=1$, and $T$ stands for $k_BT$.

The lattice responds to a slow charge but not to a fast one. Its share of the screening is measured by

$$\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},$$

where $\varepsilon_s$ is the static dielectric constant and $\varepsilon_\infty$ the one seen above the phonon frequency. With the constants restored, $\kappa e^2/(4\pi\varepsilon_0\hbar)$ is a velocity, and so is $\sqrt{\hbar\omega/m}$. Their ratio is the one dimensionless coupling available. With the customary factor of two it reads

$$\alpha=\kappa\sqrt{\frac{m}{2\omega}} .$$

A golden-rule rate is linear in the squared coupling, hence in $\kappa$. It is also proportional to the phonon factor: $N=1/(e^{\omega/T}-1)$ for absorption, $N+1$ for emission. The absorption rate must therefore be

$$W_{\rm abs}=\alpha\omega N\,F(E/\omega),$$

and a mobility, which is a time divided by a mass, must be $\mu=G(T/\omega)/(\alpha\omega m)$. It remains to find the function $F$, its counterpart for emission, and the behaviour of $G$ at small argument.

The numerical example uses round model parameters: $m=0.1$, $\varepsilon_\infty=10$, $\varepsilon_s=12$, $\omega=0.001$ Ha. Then $\kappa=0.016667$ and $\alpha=0.016667\sqrt{0.1/0.002}=0.118$, which is weak coupling. All results below are of leading order in $\alpha$.

## The coupling, from two charges at rest

Let the electron density couple linearly to the oscillators:

$$H=\sum_q\omega a_q^\dagger a_q+\sum_q g_q\,(a_q+a^\dagger_{-q})\,\rho_q,\qquad \rho_q=\sum_j e^{i\mathbf q\cdot\mathbf r_j},$$

with $g_q$ real and dependent on $|\mathbf q|$ alone. For charges held fixed, $\rho_q$ is a number. Relabelling $\mathbf q\to-\mathbf q$ in the creation term and using $\rho_{-q}=\rho_q^*$, each mode has the Hamiltonian

$$\omega a^\dagger a+g\rho a+g\rho^*a^\dagger
=\omega\Big(a^\dagger+\frac{g\rho}{\omega}\Big)\Big(a+\frac{g\rho^*}{\omega}\Big)-\frac{g^2|\rho|^2}{\omega}.$$

The first term is a shifted oscillator with the old spectrum, so the energy changes by $-g^2|\rho|^2/\omega$. For two equal charges a distance $\mathbf r$ apart, $|\rho_q|^2=2+2\cos\mathbf q\cdot\mathbf r$. The part that depends on $\mathbf r$ is

$$U_{\rm lattice}(\mathbf r)=-\frac2\omega\sum_q g_q^2\cos\mathbf q\cdot\mathbf r .$$

Electrostatics gives the same energy. With the lattice relaxed the interaction is $1/(\varepsilon_s r)$, with the lattice frozen it is $1/(\varepsilon_\infty r)$, and the difference is due to the lattice:

$$U_{\rm lattice}=-\frac{\kappa}{r}=-\frac{\kappa}{V}\sum_q\frac{4\pi}{q^2}\cos\mathbf q\cdot\mathbf r .$$

Both expressions hold for every $\mathbf r$, so their Fourier coefficients agree:

$$g_q^2=\frac{2\pi\omega\kappa}{Vq^2}.$$

This is the Fröhlich coupling. It treats the crystal as a continuum, so it requires $q$ to be small compared with the size of the Brillouin zone. The program tests it by diagonalizing a single displaced oscillator.

## Simplest rate: an electron at rest

An electron with $k=0$ cannot emit. If it absorbs a phonon $\mathbf q$, its final energy is $q^2/2m$. The golden rule gives

$$W_{\rm abs}(0)=2\pi N\int\frac{V\,4\pi q^2dq}{(2\pi)^3}\,\frac{2\pi\omega\kappa}{Vq^2}\,\delta\!\Big(\frac{q^2}{2m}-\omega\Big)
=2\omega\kappa N\int dq\,\delta\!\Big(\frac{q^2}{2m}-\omega\Big).$$

The delta function fixes $q_0=\sqrt{2m\omega}$ and contributes $m/q_0=\sqrt{m/2\omega}$. Hence

$$W_{\rm abs}(0)=2\alpha\omega N,$$

so $F(0)=2$. The natural unit of rate is $2\alpha\omega$, here $2.357\times10^{-4}$ a.u., or $9.74\ \mathrm{ps}^{-1}$.

## General rate: a moving electron

**Absorption.** Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Energy conservation reads $kqc/m+q^2/2m-\omega=0$. As a function of $c$, the argument of the delta function has slope $kq/m$, so the integral over $c$ gives $m/(kq)$ whenever the root lies in $[-1,1]$:

$$W_{\rm abs}=2\pi N\int\frac{2\pi q^2dq}{(2\pi)^3}\,\frac{2\pi\omega\kappa}{q^2}\,\frac{m}{kq}
=N\,\frac{m\omega\kappa}{k}\int_{q_{\min}}^{q_{\max}}\frac{dq}{q}.$$

The final wave number is $k'=\sqrt{k^2+2m\omega}$. Since $\mathbf q=\mathbf k'-\mathbf k$, its length runs from $k'-k$ to $k'+k$. The ratio of the limits is

$$\frac{k'+k}{k'-k}=\frac{(k'+k)^2}{k'^2-k^2}=\frac{(k'+k)^2}{2m\omega}=\big(\sqrt{x+1}+\sqrt x\big)^2,\qquad x=\frac E\omega .$$

Because $\operatorname{asinh}u=\ln(u+\sqrt{u^2+1})$, the integral equals $2\operatorname{asinh}\sqrt x$. For the prefactor, $\kappa=\alpha\sqrt{2\omega/m}$ and $k=\sqrt{2m\omega x}$ give $m\kappa/k=\alpha/\sqrt x$. Therefore

$$\boxed{W_{\rm abs}(E)=2\alpha\omega N\sqrt{\frac\omega E}\;\operatorname{asinh}\sqrt{\frac E\omega}}$$

**Emission.** The phonon factor becomes $N+1$, and $k'=\sqrt{k^2-2m\omega}$ is real only for $E>\omega$. The prefactor is unchanged, since it contains the initial $k$. Now $q$ runs from $k-k'$ to $k+k'$, and the ratio of the limits is

$$\frac{(k+k')^2}{k^2-k'^2}=\big(\sqrt x+\sqrt{x-1}\big)^2 .$$

With $u=\sqrt{x-1}$ the bracket is $u+\sqrt{u^2+1}$, so

$$\boxed{W_{\rm em}(E)=2\alpha\omega(N+1)\sqrt{\frac\omega E}\;\operatorname{asinh}\sqrt{\frac E\omega-1}\qquad(E>\omega)}$$

and $W_{\rm em}=0$ below threshold.

**Limits.** For small $u$, $\operatorname{asinh}u\simeq u-u^3/6$. Hence $W_{\rm abs}\simeq2\alpha\omega N(1-x/6)$, which returns to the electron at rest. Just above threshold $W_{\rm em}\simeq2\alpha\omega(N+1)\sqrt{x-1}$, so emission opens continuously, as a square root. At large $x$ both inverse hyperbolic sines approach $\ln(2\sqrt x)$, and both rates fall as $\ln(2\sqrt x)/\sqrt x$.

At 100 K the example has $T/\omega=0.317$ and $N=0.0444$. For $E=0.5\,\omega$,

$$W_{\rm abs}=2.357\times10^{-4}\times0.0444\times\frac{\operatorname{asinh}\sqrt{0.5}}{\sqrt{0.5}}=9.75\times10^{-6}\ \text{a.u.}=0.403\ \mathrm{ps}^{-1}.$$

| $E/\omega$ | $W_{\rm abs}$ ($10^{-6}$ a.u.) | $W_{\rm em}$ ($10^{-6}$ a.u.) |
|---|---|---|
| 0.01 | 10.5 | 0 |
| 1.0 | 9.2 | 0 |
| 1.1 | 9.1 | 73 |
| 1.5 | 8.8 | 132 |
| 4.0 | 7.6 | 162 |

Over the range of the table absorption falls by less than 30%, while at this temperature emission dominates soon after it opens. Counting final states in a narrow energy window, without the integral over $q$, reproduces the formulas to a relative error below $10^{-6}$ for absorption at $E/\omega=0.2$, $0.5$, $1.5$, $3$ and for emission at $E/\omega=1.2$, $1.5$, $2.5$, $4$.

## How much direction survives a collision

A mobility depends on direction as well as on rate. Consider a collision between energies $x\omega$ and $(x+1)\omega$, with wave numbers $k$ and $k'$, and let $c$ now be the cosine of the angle between $\mathbf k$ and $\mathbf k'$. Final states on the energy shell are uniform in $c$, and the coupling weights them by

$$\frac1{q^2}=\frac1{A-Bc},\qquad A=k^2+k'^2,\quad B=2kk'.$$

The normalization integral is

$$I=\int_{-1}^1\frac{dc}{A-Bc}=\frac1B\ln\frac{A+B}{A-B}=\frac2B\ln\frac{k'+k}{k'-k}=\frac4B\operatorname{asinh}\sqrt x .$$

Writing $c/(A-Bc)=-1/B+(A/B)/(A-Bc)$, the mean cosine is $A/B-2/(BI)$, or

$$\bar c(x)=\frac{2x+1}{2\sqrt{x(x+1)}}-\frac1{2\operatorname{asinh}\sqrt x}.$$

The weight is symmetric in $k$ and $k'$, so the same $\bar c(x)$ applies to absorption from $x$ and to emission from $x+1$.

For small $x$ the first term is $(1+\tfrac32x)/(2\sqrt x)$ and the second is $(1+\tfrac16x)/(2\sqrt x)$, to the order needed. Their difference is

$$\bar c(x)\simeq\tfrac23\sqrt x .$$

A slow electron that absorbs a phonon thus leaves in a nearly random direction. This is expected, since at $k=0$ there is no preferred direction.

## From rates to mobility

**Simple case.** If every electron lost its drift at the same rate $1/\tau$, a force $F$ would produce the drift velocity $F\tau/m$, and $\mu=\tau/m$.

**General case.** Let the carriers be nondegenerate, the phonons in equilibrium, and the force weak, steady and along $z$. With $w(\mathbf k\to\mathbf k')$ the rate into a single final state, the Boltzmann equation is

$$F\frac{\partial f}{\partial k_z}=\sum_{k'}\big[w(\mathbf k'\to\mathbf k)f(\mathbf k')-w(\mathbf k\to\mathbf k')f(\mathbf k)\big].$$

Put $f=f_0(1+\Phi)$ with $f_0\propto e^{-E/T}$. To first order in $F$ the left side is $-Fv_zf_0/T$. Since $N+1=Ne^{\omega/T}$, detailed balance holds: $f_0(\mathbf k)w(\mathbf k\to\mathbf k')=f_0(\mathbf k')w(\mathbf k'\to\mathbf k)$. Dividing by $-f_0(\mathbf k)$,

$$\frac{Fv_z}{T}=\sum_{k'}w(\mathbf k\to\mathbf k')\big[\Phi(\mathbf k)-\Phi(\mathbf k')\big].$$

The band is isotropic and $\Phi$ is linear in the force, so $\Phi=(F/T)\,v_z\tau(E)$. Averaging over the azimuth of $\mathbf k'$ about $\mathbf k$ replaces the direction of $\mathbf k'$ by its projection on $\mathbf k$. With subscripts $\pm$ for the energies $E\pm\omega$,

$$(W_{\rm abs}+W_{\rm em})\,v\tau-W_{\rm abs}\,\bar c(x)\,v_+\tau_+-W_{\rm em}\,\bar c(x-1)\,v_-\tau_-=v .$$

Energies are coupled only in ladders $x,x+1,x+2,\dots$

The mean velocity is $\langle v_z\Phi\rangle=(F/3T)\langle v^2\tau\rangle=(2F/3mT)\langle E\tau\rangle$, with thermal averages over $f_0$. Since $\langle E\rangle=3T/2$,

$$\mu=\frac{\langle E\tau\rangle}{m\langle E\rangle},$$

which returns to $\tau/m$ for constant $\tau$.

The program solves the ladder numerically. As a test, it also follows electrons in three dimensions without a force and obtains the mobility from their velocity correlation. At 150 K this gives $6.85\pm0.04$ in units of

$$\mu_0=\frac1{2\alpha\omega m},$$

against $6.87$ from the ladder.

## Low temperature

Set $t=T/\omega\ll1$. Nearly all electrons have $x\sim t$, below the emission threshold. Label this rung 0 and the rung at $x+1$ by 1. On rung 1, further absorption is slower than emission by a factor of order $N/\sqrt x$ and can be dropped. Write $W_a$ for absorption from rung 0 and $W_e$ for emission from rung 1:

$$W_a(v_0\tau_0-\bar c\,v_1\tau_1)=v_0,\qquad W_e(v_1\tau_1-\bar c\,v_0\tau_0)=v_1 .$$

The second equation gives $v_1\tau_1=\bar c\,v_0\tau_0+v_1/W_e$. Inserting this in the first,

$$W_a(1-\bar c^{\,2})\,v_0\tau_0=v_0+\bar c\,v_1\frac{W_a}{W_e}.$$

On the right, $\bar c\,v_1/v_0\to\tfrac23$ while $W_a/W_e\simeq N/\sqrt x$, so for thermal $x$ the last term is exponentially small relative to $v_0$. What remains is

$$\frac1{\tau_0}=W_a(1-\bar c^{\,2})\simeq2\alpha\omega N\Big(1-\frac x6-\frac{4x}9\Big)=2\alpha\omega N\Big(1-\frac{11x}{18}\Big).$$

The physical picture is a round trip. The electron waits a long time for a phonon, absorbs it, and soon emits one. It returns to its old speed with the fraction $\bar c^{\,2}\simeq4x/9$ of its old direction, one factor $\bar c$ from each collision. At 50 K and $E=3T/2$, emission after absorption is 242 times faster than the absorption itself. Each absorption therefore costs the electron almost all its drift, and the waiting time sets the mobility.

In $\langle E\tau\rangle/\langle E\rangle$ the weight is $x^{3/2}e^{-x/t}$, one factor $\sqrt x$ from the density of states and one factor $x$ from $E$. The mean of $x$ with this weight is $t\,\Gamma(7/2)/\Gamma(5/2)=5t/2$. Electrons above threshold contribute a fraction of order $e^{-1/t}$, up to powers of $t$. To the same accuracy $1/N=e^{1/t}$. With $\tfrac{11}{18}\cdot\tfrac52=\tfrac{55}{36}$,

$$\boxed{\mu=\frac{e^{\omega/T}}{2\alpha\omega m}\left[1+\frac{55}{36}\frac T\omega+\dots\right]\qquad(T\ll\omega)}$$

In ordinary units the exponent is $\hbar\omega_{\rm LO}/k_BT$, and the prefactor is $e/(2\alpha\omega_{\rm LO}m)$.

**Test of the limit.** Extrapolating the full ladder solution to $t\to0$ gives the coefficient $1.527$, against $55/36=1.528$. Differentiating the logarithm of the result gives the activation energy

$$\frac{d\ln\mu}{d(1/T)}\simeq\omega\Big(1-\frac{55}{36}t^2\Big).$$

At $t=0.02$ this is $0.9994\,\omega$, and so is the numerical value.

## The example between 50 and 300 K

The prefactor is $\mu_0=1/(2.357\times10^{-4}\times0.1)=4.24\times10^4$ a.u., or $1805\ \mathrm{cm^2/(V\,s)}$. The phonon energy corresponds to 315.8 K, so at 50 K the exponential law gives $4.24\times10^4\,e^{315.8/50}=2.35\times10^7$ a.u. The full solution is $2.76\times10^7$ a.u.

| Temperature (K) | full $\mu$ (cm²/(V s)) | full / exponential law |
|---|---|---|
| 50 | $1.17\times10^6$ | 1.18 |
| 75 | $1.36\times10^5$ | 1.12 |
| 100 | $4.29\times10^4$ | 1.01 |
| 150 | $1.24\times10^4$ | 0.84 |
| 300 | $3.53\times10^3$ | 0.68 |

The law is asymptotic. Its close agreement at 100 K is a crossing, since the ratio lies above one on the colder side and below one on the warmer side. At 50 K the first correction gives $1+1.528\times0.158=1.24$ instead of $1.18$, so terms beyond the first correction still count, both higher powers of $t$ and the exponentially small terms dropped above. The exponential nevertheless accounts for most of the change: from 75 to 50 K the full mobility grows by a factor 8.6 and the law by 8.2.

The digits shown belong to the leading order in $\alpha$; corrections of relative order $\alpha$, such as the polaron mass shift $\alpha/6\approx2\%$, are not included. The golden rule also treats each collision as sharp in energy, which asks for a rate small compared with $T$. For emission just above threshold the ratio of rate to $T$ is of order $2\alpha/\sqrt t$; at 50 K and $E=\omega+3T/2$ it is $0.6$, and it grows on cooling. These figures also describe LO phonons alone. Scattering by static impurities needs no phonon and so carries no factor $N$, and acoustic phonons of low energy stay thermally occupied, so in a real crystal other scattering takes over at low enough temperature. The formulas also change if the carriers are degenerate, if they screen the polar field, or if the band is not parabolic at energies of order $\omega$.

## Two shortcuts that miss the prefactor

**Absorption alone.** One might take as the relaxation rate the momentum lost in the absorption event. The fraction lost is

$$1-\bar c\,\frac{k'}k\simeq1-\frac23\sqrt x\,\frac1{\sqrt x}=\frac13 ,$$

because the faster outgoing electron carries forward, on average, two thirds of the old momentum. As $T\to0$ the resulting mobility is three times too large. The emission that soon follows removes nearly all of that remainder and has to be counted.

**A displaced Maxwellian.** One might instead assume that all electrons share one drift, $\Phi\propto k_z$, and balance the total momentum. The loss rate is then the thermal average of $\mathbf k\cdot(\mathbf k-\mathbf k')$ over all collisions, divided by $\langle k^2\rangle$.

Take the collisions between energies $y$ and $y+1$, in units of $\omega$, and let $a=\operatorname{asinh}\sqrt y$. Population times rate is $2\alpha\omega N\,a\,e^{-y/t}$ for absorption. It is the same for emission, since $(N+1)e^{-1/t}=N$. In units of $2m\omega$, the two momentum terms are $y-\bar c\sqrt{y(y+1)}$ and $y+1-\bar c\sqrt{y(y+1)}$. By the formula for $\bar c$ their sum is

$$2y+1-2\bar c\sqrt{y(y+1)}=\frac{\sqrt{y(y+1)}}a .$$

The factor $a$ cancels, and

$$\frac1{\tau_M}=2\alpha\omega N\,\frac{\int_0^\infty\sqrt{y(y+1)}\,e^{-y/t}dy}{\int_0^\infty y^{3/2}e^{-y/t}dy}\;\longrightarrow\;2\alpha\omega N\,\frac{2}{3t}.$$

The exponent is right, but the mobility is smaller than the Boltzmann result by the factor $3T/2\omega$. At 50 K this factor is $0.24$. The computed ratio to the full mobility is $0.18$, the difference being due to terms beyond the leading order at low temperature.

The reason lies above the threshold. The assumption gives the few electrons there the same $\tau$ as the rest, and at 50 K their emission supplies 94% of the momentum loss. In the actual solution $\tau_1=\bar c\,v_0\tau_0/v_1+1/W_e$. For $N^{2/3}\ll x\ll1$ the first term dominates and $\tau_1\simeq\tfrac23x\,\tau_0$, which is much smaller than $\tau_0$: fast emission keeps these electrons from acquiring the drift that the displaced Maxwellian assigns to them.

## Computed results

```
band mass m = 0.10 electron masses
eps_inf = 10.0, eps_static = 12.0
kappa = 0.016667
omega = 0.0010 Ha; omega/k_B = 315.78 K
alpha = 0.11785
2 alpha omega = 2.3570e-04 a.u. = 9.744 1/ps
mu0 = 42426.4 a.u. = 1805.0 cm^2/(V s)
largest relative rate error in state count = 7.1e-07
Rates at 100 K, T/omega = 0.3167, N = 0.04441
E/omega   W_abs (a.u.)   W_em (a.u.)
   0.01   1.0450e-05     0.0000e+00
   0.50   9.7476e-06     0.0000e+00
   1.00   9.2257e-06     0.0000e+00
   1.10   9.1367e-06     7.3038e-05
   1.50   8.8177e-06     1.3235e-04
   2.00   8.4838e-06     1.5342e-04
   4.00   7.5556e-06     1.6210e-04
W_abs(E=0.5 omega) = 0.4030 1/ps
W_em(E=1.5 omega) = 5.4716 1/ps
Mobility: full Boltzmann solution and law mu0 exp(omega/T)
T (K)  T/omega  full (a.u.)  full (cm^2/Vs)  law (a.u.)  full/law
  50   0.1583   2.7594e+07   1.1740e+06      2.3465e+07  1.1760
  75   0.2375   3.1967e+06   1.3600e+05      2.8586e+06  1.1183
 100   0.3167   1.0083e+06   4.2899e+04      9.9777e+05  1.0106
 150   0.4750   2.9152e+05   1.2402e+04      3.4826e+05  0.8371
 300   0.9500   8.2969e+04   3.5298e+03      1.2155e+05  0.6826
T/omega   full/law   activation energy/omega
0.01      1.01514    0.99985
0.02      1.03002    0.99943
0.05      1.07320    0.99673
0.10      1.13922    0.98986
first correction coefficient: 1.5272
55/36 = 1.5278
Monte Carlo, 150 K: 6.846 +- 0.037 mu0
Boltzmann, 150 K: 6.871 mu0
mean cosine / sqrt(x) at x = 0.0001: 0.66664
absorption-only momentum loss fraction: 0.33333
50 K, E = 3T/2 = 0.2375 omega:
  W_em(E+omega)/W_abs(E) = 242.3
Displaced Maxwellian at 50 K:
  mobility/full = 0.1817
  3T/(2 omega) = 0.2375
  emission share of momentum loss = 0.9353
```
